# Equilibrium dissociation of the trimethylgallium–ammonia adduct in excess ammonia: verification in Python

```python
"""
Result under test: for A + B <-> AB in an ideal gas with B in large excess,
the adducted fraction of A is theta = x/(1+x), with
    x = (p/p0) exp(-dH/(R T) + dS/R),
and theta = 1/2 at T_half = dH / (dS + R ln(p/p0)).
A: trimethylgallium, B: ammonia, AB: 1:1 adduct.
dH, dS: association enthalpy and entropy at standard pressure p0 = 1 bar.
p or b: ammonia pressure, a: total A pressure, both as if nothing associated.
P: total pressure (the rest is inert carrier); dCp: heat-capacity change.
All thermodynamic values are round model parameters.
Equilibrium is found from the total Gibbs energy, not from mass action.
"""
import numpy as np
from scipy.constants import R, zero_Celsius
from scipy.optimize import brentq
from scipy.special import gammaln

dH = -75.0e3       # J/mol
dS = -140.0        # J/(mol K)
P = 1.0            # bar
p = 0.2            # bar
a = 1.0e-4         # bar
a_trace = 1.0e-9   # bar, practically the limit of infinite excess
T0 = 298.15        # K, reference temperature when dCp is not zero
dCp_example = 20.0 # J/(mol K)


def gibbs_slope(xi, T, a_feed, b_feed, h_assoc, dCp):
    """Derivative of G/(RT) per mole of A, by a complex step in xi."""
    step = 1e-30
    z = xi + 1j * step
    free_energy = (h_assoc + dCp * (T - T0)
                   - T * (dS + dCp * np.log(T / T0))) / (R * T)
    carrier = (P - a_feed - b_feed) / a_feed
    n = np.array([1 - z, b_feed / a_feed - z, z, carrier + 0j])
    standard = np.array([0.0, 0.0, free_energy, 0.0])
    G = np.sum(n * (standard + np.log(n / np.sum(n) * P)))
    return G.imag / step


def theta_gibbs(T, a_feed=a_trace, b_feed=p, h_assoc=dH, dCp=0.0):
    return brentq(gibbs_slope, 1e-13, 1 - 1e-13,
                  args=(T, a_feed, b_feed, h_assoc, dCp),
                  xtol=1e-15, rtol=1e-15)


def temperature_gibbs(target=0.5, **conditions):
    return brentq(lambda T: theta_gibbs(T, **conditions) - target,
                  320.0, 800.0, xtol=1e-10, rtol=1e-14)


def theta_langmuir(T, pressure=p):
    x = pressure * np.exp(-dH / (R * T) + dS / R)
    return x / (1 + x)


def temperature_formula(pressure=p, theta=0.5, h_assoc=dH):
    return -h_assoc / (-dS - R * np.log(pressure)
                       + R * np.log(theta / (1 - theta)))


# Langmuir law against the Gibbs minimum
table_T = [400.0, 450.0, 500.0, 550.0, 600.0]
for T in table_T:
    assert abs(theta_gibbs(T) - theta_langmuir(T)) < 1e-7

# One-site picture against an explicit sum over states of a finite mixture
N_A, N_B = 20, 20000
k = np.arange(N_A + 1)
for x in (0.5, 1.0, 2.0):
    log_w = (k * np.log(x / N_B) - gammaln(N_A - k + 1)
             - gammaln(N_B - k + 1) - gammaln(k + 1))
    w = np.exp(log_w - log_w.max())
    mean_fraction = np.sum(k * w) / np.sum(w) / N_A
    # the remaining difference is of order N_A/N_B = 0.001 times 4/27
    assert abs(mean_fraction - x / (1 + x)) < 3e-4

# Half-dissociation temperature, for several pressures and enthalpies
T_half = temperature_formula()
for pressure in (0.02, 0.2, 0.6):
    for enthalpy in (-75.0e3, -80.0e3):
        found = temperature_gibbs(b_feed=pressure, h_assoc=enthalpy)
        assert abs(found - temperature_formula(pressure, 0.5, enthalpy)) < 1e-4

# Width and midpoint slope
T90, T10 = temperature_formula(theta=0.9), temperature_formula(theta=0.1)
assert abs(temperature_gibbs(0.9) - T90) < 1e-4
assert abs(temperature_gibbs(0.1) - T10) < 1e-4
slope = dH / (4 * R * T_half**2)
slope_num = (theta_gibbs(T_half + 0.05) - theta_gibbs(T_half - 0.05)) / 0.1
assert abs(slope_num / slope - 1) < 1e-4

# Pressure shift
shift_lnp = R * T_half**2 / abs(dH)
e = 0.01
shift_num = (temperature_gibbs(b_feed=p * np.exp(e))
             - temperature_gibbs(b_feed=p * np.exp(-e))) / (2 * e)
assert abs(shift_num / shift_lnp - 1) < 1e-4

# Finite excess: exact half point, also for an equimolar feed
def half_pressure(a_feed, b_feed):
    return (b_feed - a_feed / 2) / (1 - a_feed / (2 * P))


for a_feed in (a, 0.02, p):
    found = temperature_gibbs(a_feed=a_feed)
    assert abs(found - temperature_formula(half_pressure(a_feed, p))) < 1e-6
T_feed = temperature_formula(half_pressure(a, p))
T_equimolar = temperature_formula(half_pressure(p, p))

# Finite excess: first-order error of the Langmuir law and its maximum
r, y = a / p, p / P
grid = np.arange(420.0, 540.0, 0.5)
theta_L = theta_langmuir(grid)
error = theta_L - np.array([theta_gibbs(T, a_feed=a) for T in grid])
predicted = r * (1 - y) * theta_L**2 * (1 - theta_L)
# neglected terms are smaller by a factor of order r = 0.0005
assert np.max(np.abs(error / predicted - 1)) < 5e-3
max_error = 4 * r * (1 - y) / 27
assert abs(error.max() / max_error - 1) < 5e-3
theta_at_max = theta_L[np.argmax(error)]
assert abs(theta_at_max - 2 / 3) < 0.01

# Heat-capacity shift: derivative at dCp = 0, then the full root
bracket = np.log(T_half / T0) + T0 / T_half - 1
shift_per_dCp = T_half**2 / abs(dH) * bracket
shift_dCp_num = (temperature_gibbs(dCp=0.1) - temperature_gibbs(dCp=-0.1)) / 0.2
assert abs(shift_dCp_num / shift_per_dCp - 1) < 1e-3
T_half_dCp = temperature_gibbs(dCp=dCp_example)

print(f"Association enthalpy dH = {dH/1000:.1f} kJ/mol")
print(f"Association entropy dS = {dS:.1f} J/(mol K)")
print(f"Gas constant R = {R:.5f} J/(mol K)")
print(f"Total pressure P = {P:.2f} bar")
print(f"Ammonia pressure p = {p:.2f} bar")
print(f"Total A pressure a = {a:.1e} bar")
print(f"Feed ratio r = a/b = {r:.1e} (no unit)")
print(f"R ln(p/p0) = {R*np.log(p):.3f} J/(mol K)")
print(f"|dS| - R ln(p/p0) = {-dS-R*np.log(p):.3f} J/(mol K)")
print(f"T_half = {T_half:.2f} K")
print(f"T_half = {T_half-zero_Celsius:.2f} deg C")
print(f"T_half from Gibbs minimum = {temperature_gibbs():.2f} K")
print(f"|dH|/|dS|, half point at 1 bar ammonia = {dH/dS:.2f} K")
for T in table_T:
    print(f"theta at {T:.0f} K: Langmuir {theta_langmuir(T):.5f}, "
          f"Gibbs with feed a {theta_gibbs(T, a_feed=a):.5f} (no unit)")
print(f"T at theta = 0.9: {T90:.2f} K")
print(f"T at theta = 0.1: {T10:.2f} K")
print(f"Width from 0.9 to 0.1 = {T10-T90:.2f} K")
print(f"Midpoint slope dtheta/dT = {slope:.6f} 1/K")
print(f"dT_half/d ln p = {shift_lnp:.2f} K")
print(f"T_half at 0.02 bar ammonia = {temperature_formula(0.02):.2f} K")
print(f"T_half for dH = -80 kJ/mol = {temperature_formula(h_assoc=-80e3):.2f} K")
print(f"Exact T_half at feed a minus T_half = {T_feed-T_half:.5f} K")
print(f"Largest Langmuir error, formula = {max_error:.3e} (no unit)")
print(f"Largest Langmuir error, Gibbs = {error.max():.3e} (no unit)")
print(f"theta at largest error, 0.5 K grid = {theta_at_max:.3f} (no unit)")
print(f"Equimolar feed, a = b = {p:.2f} bar:")
print(f"  free ammonia at half point = {half_pressure(p, p):.4f} bar")
print(f"  T_half = {T_equimolar:.2f} K")
print(f"Reference temperature T0 = {T0:.2f} K")
print(f"Heat-capacity change dCp = {dCp_example:.1f} J/(mol K)")
print(f"Heat-capacity bracket = {bracket:.5f} (no unit)")
print(f"First-order shift of T_half = {dCp_example*shift_per_dCp:.2f} K")
print(f"Full shift of T_half = {T_half_dCp-T_half:.2f} K")
print(f"T_half with dCp = {T_half_dCp:.2f} K")
print("ALL CHECKS PASSED")
```

Output:

```
Association enthalpy dH = -75.0 kJ/mol
Association entropy dS = -140.0 J/(mol K)
Gas constant R = 8.31446 J/(mol K)
Total pressure P = 1.00 bar
Ammonia pressure p = 0.20 bar
Total A pressure a = 1.0e-04 bar
Feed ratio r = a/b = 5.0e-04 (no unit)
R ln(p/p0) = -13.382 J/(mol K)
|dS| - R ln(p/p0) = 153.382 J/(mol K)
T_half = 488.98 K
T_half = 215.83 deg C
T_half from Gibbs minimum = 488.98 K
|dH|/|dS|, half point at 1 bar ammonia = 535.71 K
theta at 400 K: Langmuir 0.98375, Gibbs with feed a 0.98375 (no unit)
theta at 450 K: Langmuir 0.83171, Gibbs with feed a 0.83167 (no unit)
theta at 500 K: Langmuir 0.39970, Gibbs with feed a 0.39966 (no unit)
theta at 550 K: Langmuir 0.11438, Gibbs with feed a 0.11437 (no unit)
theta at 600 K: Langmuir 0.03188, Gibbs with feed a 0.03188 (no unit)
T at theta = 0.9: 436.93 K
T at theta = 0.1: 555.09 K
Width from 0.9 to 0.1 = 118.16 K
Midpoint slope dtheta/dT = -0.009432 1/K
dT_half/d ln p = 26.51 K
T_half at 0.02 bar ammonia = 434.72 K
T_half for dH = -80 kJ/mol = 521.57 K
Exact T_half at feed a minus T_half = -0.00530 K
Largest Langmuir error, formula = 5.926e-05 (no unit)
Largest Langmuir error, Gibbs = 5.927e-05 (no unit)
theta at largest error, 0.5 K grid = 0.665 (no unit)
Equimolar feed, a = b = 0.20 bar:
  free ammonia at half point = 0.1111 bar
  T_half = 473.88 K
Reference temperature T0 = 298.15 K
Heat-capacity change dCp = 20.0 J/(mol K)
Heat-capacity bracket = 0.10446 (no unit)
First-order shift of T_half = 6.66 K
Full shift of T_half = 7.13 K
T_half with dCp = 496.10 K
ALL CHECKS PASSED
```
